# Bond currents and terminal current in an orthogonal tight-binding device

A device described by localized orbitals lies between two contacts, left ($L$) and right ($R$). The problem is to find how much current each bond carries, and how these microscopic currents are related to the current measured at the terminals.

The orbitals are orthonormal, and the device Hamiltonian is

$$\hat H=\sum_{ab}H_{ab}\,c_a^\dagger c_b,\qquad H_{ab}=H_{ba}^* .$$

A bond is any pair of sites with $H_{ij}\neq0$, however far apart. Planck's constant is $h=2\pi\hbar$, and $e>0$. Flows count electrons, with left to right positive; the conventional electric current has the opposite direction. Spin is left out until part (f).

## (a) The flow through one bond

**Question.** Use the continuity equation for $n_i=c_i^\dagger c_i$ to find the particle flow $J_{i\leftarrow j}$ from site $j$ into site $i$, in terms of $\rho_{ij}=\langle c_j^\dagger c_i\rangle$.

**Solution.** The anticommutator $\{c_b,c_i^\dagger\}=\delta_{bi}$ gives

$$c_a^\dagger c_b c_i^\dagger c_i=\delta_{bi}c_a^\dagger c_i-c_a^\dagger c_i^\dagger c_bc_i,$$

$$c_i^\dagger c_i c_a^\dagger c_b=\delta_{ai}c_i^\dagger c_b-c_i^\dagger c_a^\dagger c_ic_b .$$

The last terms are equal, because exchanging both the creation pair and the annihilation pair produces two minus signs. Subtraction leaves

$$[c_a^\dagger c_b,n_i]=\delta_{bi}c_a^\dagger c_i-\delta_{ai}c_i^\dagger c_b .$$

For a site not coupled to a contact, the Heisenberg equation is therefore

$$\frac{dn_i}{dt}=\frac{i}{\hbar}[\hat H,n_i]=\frac{i}{\hbar}\sum_j\left(H_{ji}c_j^\dagger c_i-H_{ij}c_i^\dagger c_j\right).$$

Take the expectation value and set $z=H_{ij}\rho_{ji}$. Since $H$ and $\rho$ are Hermitian, $H_{ji}\rho_{ij}=z^*$, and $i(z^*-z)=2\,\mathrm{Im}\,z$. Hence

$$\frac{d\langle n_i\rangle}{dt}=\sum_jJ_{i\leftarrow j},\qquad J_{i\leftarrow j}=\frac{2}{\hbar}\,\mathrm{Im}(H_{ij}\rho_{ji}).$$

Exchanging $i$ and $j$ replaces $z$ by $z^*$, so $J_{j\leftarrow i}=-J_{i\leftarrow j}$: what leaves one site enters the other.

Continuity alone fixes the sum at each site. The assignment to bonds uses a further natural requirement: the term proportional to $H_{ij}$ belongs to bond $ij$. Adding closed loops of flow would change individual bonds, but not the sum through a cut, because the loops have zero net outflow from any set of sites.

Density-density interactions $U_{ij}n_in_j$ commute with $n_i$ and leave the formula unchanged. Hopping that depends on the occupation of a third site does not commute with $n_i$ and adds its own current. Both statements were tested on a random four-site many-body state: the formula matched the rate of change of the density to $4\times10^{-10}$ with density interactions, and missed it by 0.15 when correlated hopping was added, in the same model units.

## (b) The lesser Green function

**Question.** Express the bond flow through $G^<(E)$, and find $G^<$ for a device coupled to two noninteracting leads.

**Solution.** Define

$$G^<_{ij}(t,t')=\frac{i}{\hbar}\langle c_j^\dagger(t')c_i(t)\rangle .$$

In a steady state it depends on $\tau=t-t'$. With $G^<(E)=\int d\tau\,e^{iE\tau/\hbar}G^<(\tau)$, the inverse transform at $\tau=0$ carries $dE/(2\pi\hbar)$, so

$$\rho_{ij}=\int\frac{dE}{2\pi}\left[-iG^<_{ij}(E)\right].$$

Because $\mathrm{Im}(-iw)=-\mathrm{Re}\,w$,

$$J_{i\leftarrow j}=-\frac{2}{\hbar}\int\frac{dE}{2\pi}\,\mathrm{Re}(H_{ij}G^<_{ji}).$$

Complex conjugation of the definition gives $[G^<_{ji}(E)]^*=-G^<_{ij}(E)$. Therefore $2\,\mathrm{Re}(H_{ij}G^<_{ji})=H_{ij}G^<_{ji}-H_{ji}G^<_{ij}$, and

$$J_{i\leftarrow j}=\int dE\,j_{i\leftarrow j}(E),\qquad j_{i\leftarrow j}=\frac1h\left(H_{ji}G^<_{ij}-H_{ij}G^<_{ji}\right).$$

Now let lead state $k$, with energy $\varepsilon_k$, couple to device site $i$ through $V_{ik}$:

$$i\hbar\dot c_i=\sum_jH_{ij}c_j+\sum_kV_{ik}c_k,\qquad i\hbar\dot c_k=\varepsilon_kc_k+\sum_jV_{jk}^*c_j .$$

At energy $E$, the lead responds to the device with amplitude $\sum_jV_{jk}^*c_j/(E-\varepsilon_k+i0)$, where $+i0$ selects outgoing waves. Inserting this in the device equation produces

$$\Sigma_{ij}=\sum_k\frac{V_{ik}V_{jk}^*}{E-\varepsilon_k+i0},\qquad G=(E-H-\Sigma)^{-1}.$$

The freely evolving part of the lead operator remains as a source. Once transients have decayed,

$$c_i(t)=\sum_k\Big[\sum_jG_{ij}(\varepsilon_k)V_{jk}\Big]e^{-i\varepsilon_kt/\hbar}c_k(0).$$

The lead states have independent occupations, $\langle c_k^\dagger c_{k'}\rangle=\delta_{kk'}f_p(\varepsilon_k)$ for $k$ in lead $p$. Define

$$\Gamma_{p,ij}=2\pi\sum_{k\in p}V_{ik}V_{jk}^*\,\delta(E-\varepsilon_k)=i(\Sigma_p-\Sigma_p^\dagger)_{ij}.$$

The two-time average then gives

$$G^<=G\Sigma^<G^\dagger,\qquad \Sigma^<=i(f_L\Gamma_L+f_R\Gamma_R).$$

This assumes that no isolated bound states survive in the device. Such states keep a memory of their preparation and need separate occupations.

## (c) Balance at one site

**Question.** In the steady state, what compensates the net bond inflow at a site?

**Solution.** From $(E-H-\Sigma)G=1$ follows $(E-H)G=1+\Sigma G$. Multiplying by $\Sigma^<G^\dagger$ on the right,

$$(E-H)G^<=\Sigma^<G^\dagger+\Sigma G^< .$$

Similarly, $G^\dagger(E-H)=1+G^\dagger\Sigma^\dagger$ gives

$$G^<(E-H)=G\Sigma^<+G^<\Sigma^\dagger .$$

Subtract the first equation from the second. The terms in $E$ cancel:

$$HG^<-G^<H=G\Sigma^<+G^<\Sigma^\dagger-\Sigma G^<-\Sigma^<G^\dagger .$$

The diagonal element of the left side is $\sum_j(H_{ij}G^<_{ji}-G^<_{ij}H_{ji})=-h\sum_jj_{i\leftarrow j}$. Thus

$$\sum_jj_{i\leftarrow j}(E)+S_i(E)=0,$$

$$S_i=\frac1h\left[G\Sigma^<+G^<\Sigma^\dagger-\Sigma G^<-\Sigma^<G^\dagger\right]_{ii}.$$

$S_i$ is the injection from the contacts. It vanishes on a site that no contact touches, where bond inflow and outflow balance at every energy.

## (d) The sum through a cross-section

**Question.** Divide the device into a left set $A$ and a right set $B$. Every site touched by the left contact is in $A$, every site touched by the right contact is in $B$, and no direct coupling joins the leads. What is the total flow from $A$ to $B$?

**Solution.** Sum the site balance over $A$. Bonds inside $A$ occur twice with opposite signs and cancel. The crossing bonds remain:

$$\sum_{i\in A,\,j\in B}j_{j\leftarrow i}=\sum_{i\in A}S_i .$$

Every term of $S_i$ contains a row or column $i$ of a self-energy, so the right contact contributes nothing in $A$. The left self-energy vanishes outside $A$, so its sum can be extended to a full trace. With cyclic reordering,

$$h\sum_{i\in A}S_i=\mathrm{Tr}[\Sigma_L^<(G-G^\dagger)]-\mathrm{Tr}[(\Sigma_L-\Sigma_L^\dagger)G^<].$$

To evaluate the first trace, write

$$G-G^\dagger=G\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger=-i(A_L+A_R),$$

where $A_p=G\Gamma_pG^\dagger$ is the spectral function of states injected from contact $p$. Using $\Sigma_L^<=if_L\Gamma_L$, the first trace is $f_L\mathrm{Tr}[\Gamma_L(A_L+A_R)]$.

In the second term, $\Sigma_L-\Sigma_L^\dagger=-i\Gamma_L$ and $G^<=i(f_LA_L+f_RA_R)$. With its leading minus sign it equals $-\mathrm{Tr}[\Gamma_L(f_LA_L+f_RA_R)]$. The $A_L$ parts cancel, leaving

$$\sum_{i\in A,\,j\in B}j_{j\leftarrow i}(E)=\frac{T(E)}{h}(f_L-f_R),\qquad T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].$$

The right side does not depend on where the cut was drawn. It is the flow supplied by the left terminal, and its energy integral is the Landauer current. The sum must be signed and include all crossing bonds. If $T=0$ or $f_L=f_R$, the sum vanishes, although individual bond flows need not when the Hamiltonian is complex, as in a magnetic flux.

## (e) Equilibrium and a magnetic flux

**Question.** When can bonds carry current at equal occupations? Examine a ring threaded by flux.

**Solution.** With $A=A_L+A_R$, rewrite

$$-iG^<=f_RA+(f_L-f_R)A_L .$$

If the Hamiltonians of device and leads, and the couplings between them, are all real, $\Sigma$ and $G$ are symmetric, and $A=i(G-G^\dagger)=-2\,\mathrm{Im}\,G$ is real. Then $\mathrm{Im}(H_{ij}A_{ji})=0$, and equilibrium bond flows vanish. A magnetic flux makes $H$ complex and removes this restriction.

Take a four-site ring, numbered 0 to 3, with contacts at sites 0 and 2. Energies are in units of the lead hopping $t$. The ring hoppings are $-0.6$, with an extra phase factor $e^{i\pi/2}$ in $H_{01}$; the site energies are $0,0.3,0,-0.2$; the contact hoppings are $-0.8$; and $kT=0.1$. With both chemical potentials at 0.5, the flow from 0 to 1 is $-0.0248\,t/\hbar$ and that from 0 to 3 is $+0.0248\,t/\hbar$. The current circulates, and the sum is zero.

With $\mu_L=0.5$ and $\mu_R=-0.3$, the two arms carry

$$0.00511+0.06763=0.07274\quad(t/\hbar),$$

equal to the terminal flow. A separate calculation starts with an empty ring and leads of 200 sites each, thermally occupied at these two chemical potentials, and evolves the closed system to time $150\,\hbar/t$, before reflections return from the lead ends. It gives the same three numbers to the digits shown, the terminal flow being the rate at which the left lead loses electrons. This tests the steady-state formula without using a self-energy.

## (f) A graphene ribbon with a defect

**Question.** An armchair graphene ribbon 11 atomic lines wide has one $\pi$ orbital removed from line 5, a simple model of a carbon atom that has bonded to hydrogen. Find the currents beside the defect at 0.1 V and 300 K, and compare their sum with the terminal current.

**Solution.** The device is 4.26 nm long and 1.23 nm wide, and its leads are ideal continuations of the ribbon. Rough typical hoppings are $-2.7$ eV for first neighbours and $-0.1$ eV for second neighbours. Energies are measured from the carbon $\pi$ level. The second-neighbour hopping puts neutrality at 0.275 eV, and the Fermi level lies 0.5 eV above it, at $E_F=0.775$ eV. The contacts have chemical potentials $E_F\pm0.05$ eV. The potential inside the device is held fixed.

Since $H$ is real, part (e) leaves only the term in $f_L-f_R$. Including spin, the magnitude and sense of the electron flow on a bond, multiplied by $e$, are

$$I_{i\leftarrow j}=\frac{2e}{h}\int dE\,2\,\mathrm{Im}(H_{ij}[A_L]_{ji})(f_L-f_R).$$

The cut runs through the bonds parallel to the ribbon axis, at the position of the missing orbital. The first-neighbour bond on line 5 is absent. Those on lines 1, 3, 7, 9 and 11 give, in µA,

$$1.338-0.036+1.234-0.017+1.428=3.948,$$

where the last digit of the sum comes from unrounded values. The second-neighbour bonds add 0.226 µA:

$$3.948+0.226=4.174\ \text{µA}.$$

The terminal current is also 4.174 µA. Such digits show the balance; they are not the accuracy of the model. At the Fermi energy, all 33 planar cuts and 20 irregular cuts reproduced the transmission to rounding error. Omitting second-neighbour bonds from the sum gave an error of up to 5.55% of the transmission among the planar cuts.

The defect lowers the transmission at $E_F$ from 1.000 to 0.540. As a check of scale, the conductance is $4.174\ \text{µA}/0.1\ \text{V}=41.7$ µS, and $41.7/0.540=77$ µS, close to $2e^2/h$. The average over the bias and thermal window is therefore close to the value at $E_F$, which does not mean that the transmission is constant within that window.

Lines 3 and 9 carry small backward currents. Elsewhere a first-neighbour bond carries as much as 0.46 µA backward, while the largest bond current is 1.65 µA. A local arrow can thus oppose the terminal flow without violating conservation. Lines 3 and 9 are special already in the clean ribbon. With first-neighbour hopping alone, the band that crosses neutrality has the transverse wave $\sin(2\pi n/3)$ on line $n$, which vanishes on lines 3, 6 and 9. The defect mixes in other transverse waves, but at the energies used here these decay along the ribbon. On lines 3 and 9 only the decaying waves remain, and they share one phase, so with first-neighbour hopping alone the bonds along these lines would carry no current. The small currents found here therefore depend on second-neighbour hopping as well as on the defect.

## (g) Loss of coherence and the real device

**Question.** Is coherence necessary for equal cut sums, and which neglected effects matter most here?

**Solution.** Attach a probe to every site, with self-energy $-i\Gamma_\phi/2$. Each probe adds an injection $S_i^\phi$, so the flow through a cut becomes the left injection plus $\sum_{i\in A}S_i^\phi$. It is independent of the cut if every $S_i^\phi$ vanishes. Coherence is therefore sufficient but not necessary.

The probability of remaining coherent decays at the rate $\Gamma_\phi/\hbar$, so a scattering path $\ell$ corresponds to $\Gamma_\phi=\hbar v/\ell$. With the velocity of bulk graphene near neutrality, $\hbar v=\tfrac32\times2.7\ \text{eV}\times0.142\ \text{nm}=0.575$ eV nm, and a rough path of 100 nm gives $\Gamma_\phi=5.75$ meV. With $f_L=1$, $f_R=0$ and empty, absorbing probes, the cut sum at $E_F$, in units of transmission, falls from 0.557 at the first cut to 0.517 at the last. If each probe occupation is adjusted to give zero net current, all planar cuts give 0.531, which is 1.6% below the coherent value.

Other changes can be sized separately:

- A linear potential drop across the device changes the current from 4.17 to 4.15 µA.
- Strengthening the edge bonds by a rough 12%, with the Fermi level still 0.5 eV above neutrality, changes the transmission from 0.540 to 0.530. It also opens a gap of 0.15 eV, where the reference model has less than 0.001 eV. The reference model is therefore unsuitable near neutrality. Many-body corrections make the gap of a free-standing ribbon of this width larger still, up to about 1 eV, though doping and a substrate screen them. A larger gap matters even at this Fermi level: edge bonds strengthened by 40% and 70% give gaps of 0.46 and 0.72 eV and transmissions of 0.465 and 0.339.
- Retaining the carbon orbital and coupling it to a hydrogen level at zero energy, with a rough hopping of 5.4 eV, raises the transmission to 0.732. This is 36% above the missing-orbital result. The size depends strongly on these rough parameters: the transmission is 0.678 with the level at neutrality, 0.670 with the level at zero energy and a hopping of 7 eV, and 0.564 with the level 0.43 eV above neutrality and a hopping of 5.3 eV.
- In a nonorthogonal basis, the stationary equation contains $H_{ij}-ES_{ij}$, with $S_{ij}$ the overlap. For a rough overlap of 0.1, the extra term at $E_F$ is $0.1\times0.775/2.7=2.9\%$ of the first-neighbour hopping; its effect on the current was not computed. The orthogonal bond formula would then need to be changed.

With a hydrogen level at zero energy and 12% stronger edge bonds, the description of the defect matters more than the potential drop, the edge bonds or the probes; other hydrogen parameters or a larger gap can change this order. The rough value of the second-neighbour hopping also matters: setting it to zero, with the Fermi level still 0.5 eV above neutrality, lowers the current from 4.17 to 3.08 µA, and a value of $-0.2$ eV raises it to 5.04 µA. A doping level of 0.5 eV is high, and metal contacts would add interface reflection that ideal ribbon leads lack. That reflection, lattice relaxation, magnetism and charging are not sized. The bias energy is about 0.6 of a rough optical-phonon energy of 0.16 eV, which limits optical-phonon emission, though thermally excited carriers can still emit, and acoustic and other low-energy modes are not excluded. The 4.2 µA is therefore a model current, not a prediction for a particular device. The numerical output lists the remaining values.

## Computed results

```
Fock-space continuity error: 4.1e-10 (model rate unit)
Same, with correlated hopping: 0.151 (model rate unit)
Ring: energies in lead hopping t, flows in t/hbar
Ring mu_left, mu_right, kT: 0.5, -0.3, 0.1 t
Ring flow 0 to 1, evolution: 0.00511 t/hbar
Ring flow 0 to 1, Green: 0.00511 t/hbar
Ring flow 0 to 3, evolution: 0.06763 t/hbar
Ring flow 0 to 3, Green: 0.06763 t/hbar
Ring terminal flow, evolution: 0.07274 t/hbar
Ring terminal flow, Green: 0.07274 t/hbar
Ring equilibrium flow 0 to 1: -0.02479 t/hbar
Ring equilibrium flow 0 to 3: 0.02479 t/hbar
Ribbon length: 4.26 nm
Ribbon width: 1.23 nm
Carbon bond length (rough input): 0.142 nm
First, second hopping (rough input): -2.7, -0.1 eV
Temperature, kT: 300 K, 0.02585 eV
Bias: 0.1 V; Fermi level above neutrality: 0.5 eV
Neutrality, Fermi energy: 0.2750, 0.7750 eV
Ribbon gap: 0.0007 eV
Second subband above neutrality: 1.110 eV
Transmission at Fermi energy, clean: 1.00000
Transmission at Fermi energy, defect: 0.54026
Cuts tested: 33 planar, 20 random
Largest cut error in transmission: 8.9e-16
Largest error with near bonds only: 5.55 %
Bond on line 1 beside defect: 1.3383 uA
Bond on line 3 beside defect: -0.0360 uA
Bond on line 7 beside defect: 1.2340 uA
Bond on line 9 beside defect: -0.0169 uA
Bond on line 11 beside defect: 1.4282 uA
Sum of these first-neighbour bonds: 3.9477 uA
Sum of second-neighbour bonds there: 0.2264 uA
All bonds through this cut: 4.1742 uA
Terminal current magnitude: 4.1742 uA
Smallest, largest planar sum: 4.1742, 4.1742 uA
Backward first-neighbour bonds: 70
Largest backward bond current: 0.4635 uA
Largest bond current anywhere: 1.6490 uA
Current with linear potential drop: 4.1538 uA
Scattering path (rough input): 100 nm
Probe broadening: 5.751 meV
Absorbing probes, first and last cut: 0.55677, 0.51701
Transmission with floating probes: 0.53145
Edge-bond hopping factor (rough input): 1.12
With stronger edges: gap 0.1543 eV, T 0.53031
Hydrogen-carbon hopping (rough input): 5.4 eV
Transmission with finite hydrogen coupling: 0.73241
Neighbour overlap (rough input): 0.1
Overlap term / hopping: 2.87 %
Optical phonon energy (rough input): 0.16 eV
Bias energy / phonon energy: 0.625
```
